Effective Heat of Transport for Thermomigration with Locally Equilibrated Vacancies

**1. Definitions and conventions**

A pure crystal diffuses by single vacancies. The z axis points toward higher temperature, a prime denotes d/dz, and T' > 0. The quantities are:

- n: lattice sites per volume; x: fraction of sites that are vacant, with x ≪ 1.
- J: atom flux along z relative to the local lattice planes. A positive J carries atoms to the hot side. Each jump exchanges an atom with a vacancy, so the vacancy flux is J_v = −J.
- D_v: vacancy diffusivity; x_eq(T): equilibrium vacancy fraction; D_A = x_eq D_v.
- G_f, H_v, S_v: Gibbs energy, enthalpy and entropy of vacancy formation, without the entropy of mixing, so that G_f = H_v − T S_v.
- Q*: reduced heat carried per atom in an isothermal flux, defined precisely in section 3.

Pressure is uniform, fluxes are linear in the gradients, and corrections of relative order x are dropped. When the vacancy fraction equals x_eq(T) at every position, the result is

J = −n D_A (Q* − H_v) T'/(kT²).  (1)

Atoms drift to the cold side if Q* > H_v and to the hot side if Q* < H_v.

Energies below are in eV and other quantities in SI units or K. Atomic units would be awkward for laboratory gradients and drift rates.

**2. Vacancy chemical potential and equilibrium**

Place N_v vacancies among N_A atoms. The part of the Gibbs energy that depends on N_v is

G = N_v G_f − kT ln[(N_A + N_v)!/(N_A! N_v!)].

For large numbers, d ln N!/dN = ln N. Differentiation at fixed N_A gives

μ_v = ∂G/∂N_v = G_f − kT[ln(N_A + N_v) − ln N_v] = G_f + kT ln x,  (2)

because x = N_v/(N_A + N_v). Sources such as dislocations and surfaces create or remove vacant sites without changing N_A. Equilibrium with them therefore requires μ_v = 0:

x_eq = exp(−G_f/kT) = exp(S_v/k) exp(−H_v/kT).  (3)

The temperature slope follows from dG_f/dT = −S_v at constant pressure:

d ln x_eq/dT = −(1/k)[(dG_f/dT)/T − G_f/T²]
= (T S_v + G_f)/(kT²) = H_v/(kT²).  (4)

This holds even if H_v and S_v vary with temperature; H_v is then the value at the local T. In a numerical test with H_v equal to 1.00 eV at 1000 K but temperature dependent, the slope at 1200 K returned the local value, 1.0345 eV. The formation entropy affects the size of x_eq, and hence D_A, but does not enter the bracket in (1).

**3. The flux law for an arbitrary vacancy profile**

Consider first a region between sources, where lattice sites are conserved. Let s and h be the entropy and enthalpy densities, n_A and n_v the densities of atoms and vacancies, and J_h the enthalpy flux. At constant pressure,

T ds = dh − μ_A dn_A − μ_v dn_v,
∂h/∂t = −J_h', ∂n_A/∂t = −J', ∂n_v/∂t = +J'.

With M = μ_A − μ_v this gives

∂s/∂t = −J_h'/T + (M/T)J'
= −[(J_h − MJ)/T]' + J_h(1/T)' − J(M/T)'.

The first term is the divergence of an entropy flux. The other two are the entropy production σ. To separate composition from temperature, let ∇_T denote the part of a gradient that remains when the explicit temperature dependence is omitted. For each species ∂(μ/T)/∂T = −h_i/T², where h_i is its partial enthalpy. Therefore

(M/T)' = ∇_T M/T − (h_A − h_v)T'/T².

From (2), h_v = μ_v − T ∂μ_v/∂T = H_v. Using (1/T)' = −T'/T², the entropy production becomes

Tσ = −J ∇_T M − J_q T'/T,
J_q = J_h − (h_A − H_v)J.  (5)

J_q is the reduced heat flux: the enthalpy flux less the partial enthalpies carried by the exchanged atom and vacancy. The linear laws conjugate to (5) are

J = −L ∇_T M − L_Aq T'/T,
J_q = −L_qA ∇_T M − L_qq T'/T.

At T' = 0 their ratio defines Q* = J_q/J = L_qA/L. Onsager symmetry, L_Aq = L_qA, then gives

J = −L[∇_T(μ_A − μ_v) + Q* T'/T].  (6)

The Gibbs–Duhem relation at fixed temperature and pressure is (1 − x)∇_T μ_A + x∇_T μ_v = 0. Hence

∇_T M = −∇_T μ_v/(1 − x) ≈ −∇_T μ_v = −kT x'/x.

Inserting this into (6) yields J = L[kT x'/x − Q*T'/T]. The isothermal case fixes L: there J_v = −nD_v x', so J = nD_v x' and L = n x D_v/(kT). For any dilute vacancy profile,

J = nD_v[x' − x Q*T'/(kT²)].  (7)

The first term is vacancy diffusion, viewed as motion of atoms. The second is the direct effect of the temperature gradient, which for Q* > 0 pushes atoms to the cold side.

**4. Local equilibrium**

Now let sources hold x at x_eq(T(z)). By (4) and the chain rule,

x' = x_eq H_v T'/(kT²).  (8)

Substituting (8) into (7),

J = nD_v x_eq[H_v − Q*]T'/(kT²) = −nD_A(Q* − H_v)T'/(kT²),

which is (1). The term −H_v has a simple origin. The hot side holds more vacancies, they diffuse toward the cold side, and atoms move the opposite way. If Q* = H_v, the two contributions cancel and J vanishes to linear order although vacancies and a temperature gradient are present. If Q* = 0, atoms still drift to the hot side.

The same parameter appears in the heat balance. Send one atom isothermally to the right through a crystal whose vacancies are maintained at equilibrium. The jumps deliver Q* on the right. The vacancy that travelled left must be replaced by creating one on the right, which absorbs H_v there; the surplus vacancy on the left is removed and releases H_v. The net heat delivered on the right is Q* − H_v. Equation (5) says the same: at T' = 0 the enthalpy flux per atom is J_h/J = h_A + Q* − H_v, which exceeds the atom's own partial enthalpy by Q* − H_v.

For implementation, the choice of parameter depends on which fields are solved. A model that evolves x explicitly should use (7), with Q* alone. A model without a vacancy field, assuming local equilibrium, should use (1). Combining Q* − H_v with an explicit x' term would count the vacancy gradient twice. A measured flux with known D_A gives Q* − H_v; obtaining Q* requires H_v separately. If the available input is a tracer diffusivity D_tr = f D_A, where f is the correlation factor for tracer jumps, use D_A = D_tr/f.

**5. A jump model with a known Q***

Equation (7) can be checked against explicit jumps between (100) planes of an fcc crystal with lattice parameter a, spacing d = a/2 and n = 4/a³. Suppose the migration enthalpy H_m of a jumping atom is supplied in three parts: H_o at its initial plane, H_s midway and H_f at its final plane. This is a model assumption that makes Q* calculable, not a general theory of Q*.

Let the planes have temperatures T₋ and T₊, with mean T. To first order, 1/T∓ = 1/T ± dT'/(2T²). With attempt rate ν, the rate of a rightward exchange satisfies

ln w_R = ln ν − (H_o/T₋ + H_s/T + H_f/T₊)/k
= ln w − (H_o − H_f)dT'/(2kT²),
w = ν exp(−H_m/kT).

For a leftward exchange, H_o and H_f change places and the last term changes sign. Define ε = −(H_o − H_f)dT'/(kT²). Then w_R ≈ w(1 + ε/2) and w_L ≈ w(1 − ε/2).

Each plane has nd sites per area, and each site has four neighbours on the next plane. A rightward atom jump needs a vacancy on the right, so

J = 4nd[x₊w_R − x₋w_L], x± = x ± x'd/2.

To first order the bracket equals w(x'd + xε), which gives

J = 4nd²w[x' − x(H_o − H_f)T'/(kT²)].  (9)

A vacancy has eight jumps with z displacement ±d, so D_v = ½ · 8wd² = 4wd². Comparison with (7) gives Q* = H_o − H_f in this model. The jump flux was tested against (7) for three vacancy gradients, and against (1) with H_v above and below Q*; the direction reversed as predicted.

**6. Worked example**

The parameters are round model values, not those of a named material: H_v = 1.00 eV, S_v = 1.0 k, and H_o, H_s, H_f = 0.55, 0.10, 0.15 eV. Thus H_m = 0.80 eV and Q* = 0.55 − 0.15 = 0.40 eV. The effective parameter is

Q* − H_v = 0.40 − 1.00 = −0.60 eV, or −57.9 kJ/mol.

At 1000 K, kT = 0.08617 eV and kT² = 86.17 eV K. The remaining inputs are a = 4.0 × 10⁻¹⁰ m, ν = 1.0 × 10¹³ s⁻¹ and T' = 1.0 × 10⁴ K/m. Intermediate values below are shown rounded, while each result is computed from unrounded ones, so multiplying the printed factors can change the last digit. Then

x_eq = exp(1.0 − 1.00/0.08617) = 2.48 × 10⁻⁵,
w = 1.0 × 10¹³ exp(−0.80/0.08617) = 9.29 × 10⁸ s⁻¹,
D_v = 4(9.29 × 10⁸)(2.0 × 10⁻¹⁰)² = 1.487 × 10⁻¹⁰ m²/s,
D_A = x_eq D_v = 3.69 × 10⁻¹⁵ m²/s.

With n = 6.25 × 10²⁸ m⁻³, equation (1) becomes

J = (6.25 × 10²⁸)(3.69 × 10⁻¹⁵)(0.60)(1.0 × 10⁴)/86.17
= 1.60 × 10¹⁶ m⁻² s⁻¹.

The flux is toward the hot side. The corresponding drift velocity relative to the lattice is J/n = 0.92 nm/h. It is not in general a laboratory velocity, since creation and removal of lattice sites can move the planes themselves.

The Q* term alone gives −1.07 × 10¹⁶ m⁻² s⁻¹, or −0.62 nm/h. The equilibrium vacancy gradient contributes +2.67 × 10¹⁶ m⁻² s⁻¹ and reverses the direction. Omitting H_v would here give the wrong sign as well as the wrong size.

One numerical point matters if the flux is computed from jump rates. The two products in the bracket of section 5 differ by a relative amount

0.60 × (1.0 × 10⁴) × (2.0 × 10⁻¹⁰)/86.17 ≈ 1.4 × 10⁻⁸.

Direct subtraction therefore loses about eight significant digits. Double precision still suffices in this example, but single precision would not.

**7. No sources: the opposite limit**

Suppose the crystal contains no sources and its ends pass neither atoms nor vacancies. In the steady state J is uniform, and it vanishes at the ends, so J = 0 everywhere. Equation (7) gives

x'/x = Q*T'/(kT²).

For constant Q* this integrates to

x = C exp(−Q*/kT),  (10)

where C is fixed by the conserved number of vacancies. The profile is governed by Q*, whereas the equilibrium profile is governed by H_v. A numerical steady state of the jump model gave zero flux within its tolerance and a profile enthalpy of 0.400 eV, equal to the input Q*. Equation (1) does not apply to this steady state. If the crystal starts with x = x_eq(T) at every position, (1) gives the initial flux in the interior, but that flux decays to zero as the vacancies redistribute by diffusion.

**8. Sources of finite strength**

Let distributed sources relax the vacancy fraction toward equilibrium in a time τ. Since J_v = −J, the vacancy balance is

n ∂x/∂t = J' + n(x_eq − x)/τ.

Terms due to motion of the lattice are smaller by a factor of order x and are omitted. In the steady state,

x − x_eq = τJ'/n.  (11)

The natural length is λ = √(D_vτ), which is, up to a numerical factor of order one, the distance a vacancy diffuses during the relaxation time.

*Departure in the interior.* Far from the ends, and for small λ, insert the flux (1) into (11). Take T', τ, Q*, H_v and H_m constant, with D_v ∝ exp(−H_m/kT), and write g = T'/(kT²). Since J ∝ D_v x_eq/T²,

J'/J = (H_m + H_v)T'/(kT²) − 2T'/T = (H_v + H_m − 2kT)g.

Together with J = −nD_v x_eq(Q* − H_v)g, this gives to leading order

(x − x_eq)/x_eq = −λ²(Q* − H_v)(H_v + H_m − 2kT)g².  (12)

In a steep-gradient test with 0.25 K per plane, the jump model gave 2.057 × 10⁻⁴ and equation (12) gave 2.056 × 10⁻⁴. For the worked example with λ = 1.0 × 10⁻⁵ m, the factor H_v + H_m − 2kT is 1.80 − 0.17 = 1.63 eV, and

(x − x_eq)/x_eq = (1.0 × 10⁻⁵)²(0.60)(1.63)(1.0 × 10⁴/86.17)²
= 1.3 × 10⁻⁶.

The positive sign follows from (11). The flux toward the hot side grows with z, so the opposite vacancy flux brings more vacancies into each layer than it takes out, and the sinks must remove the excess.

*Flux in a finite slab.* Let the slab occupy −L/2 < z < L/2 with inert ends, where J = 0. Assume a temperature difference small enough that D_v, x_eq and the local-equilibrium flux J₀ from (1) are nearly uniform. Since J₀ ∝ D_v x_eq/T², this means a difference well below kT²/(H_v + H_m), about 48 K in the worked example, where it is reached across 5 mm. Write x = x_eq + y. Equation (7) becomes

J = J₀ + nD_v(y' − yQ*g).

Because y is itself of first order in g, the last term is of second order and is dropped. From (11), y' = τJ''/n, so

J = J₀ + λ²J''.

The solution that vanishes at both ends is

J(z) = J₀[1 − cosh(z/λ)/cosh(L/2λ)],

and at the midplane

J(0)/J₀ = 1 − 1/cosh(L/2λ).  (13)

For λ ≪ L the missing fraction is 2 exp(−L/2λ). For λ ≫ L the flux ratio is L²/(8λ²). The jump model agrees with (13) to the digits shown:

λ/L = 0.05: 0.99991
λ/L = 0.25: 0.734
λ/L = 1: 0.113
λ/L = 10: 0.00125

Thus λ ≪ L is the criterion for the full flux at the midplane of such a slab. Even then the flux falls to zero within a few λ of each inert end.

A small departure of x from x_eq is not a sufficient criterion. With no sources, J = 0 requires y' = x_eq(Q* − H_v)g, so with y = 0 at the midplane

y/x_eq = (Q* − H_v)gz.

This is small everywhere if the temperature difference is small, yet its gradient cancels the whole of J₀. The flux depends on the slope of the departure, not just on its size.

*Sources at the ends.* If both ends are ideal sources and the interior has none, then y = 0 at both ends and J is uniform. To the same order, y' = (J − J₀)/(nD_v) is constant. A linear function that vanishes at two points is zero, so J = J₀. The jump model gives a flux ratio of 0.99999. For a small temperature difference, well-equilibrated surfaces can therefore replace interior sources. This argument does not cover larger temperature differences, for which the coefficients vary across the slab while J stays uniform. For constant Q*, (7) then reads [x exp(Q*/kT)]' = J exp(Q*/kT)/(nD_v). Integrating it between equilibrated ends with the parameters of the worked example and a difference of 50 K gives a flux equal to 0.98 of the local J₀ at the midplane, but 1.6 times J₀ at the cold end and 0.62 times J₀ at the hot end.

**9. Conditions for use**

Equation (1) needs a dilute population of single vacancies, uniform pressure and linear response. Stress gradients add driving forces that are absent from (5). So do electric fields and fluxes of charge carriers: the vacancies are treated here as neutral. In a metal the thermoelectric field and the electrons act on the jumping atom and enter the effective Q*. Charged vacancies in semiconductors or ionic crystals need an electric term and have a formation energy that depends on the Fermi level. Solutes, vacancy pairs or interstitial atoms require further fluxes and coefficients. When H_v or Q* depends on temperature, (1) still holds locally with their local values. Equation (10) must be rederived if Q* varies, but not if only H_v does, since H_v does not enter it. Equation (12) must be rederived in either case. The numerical output gives further digits of the main results.

Calculated quantities

```
temperature: 1000 K
temperature gradient: 1.0e+04 K/m
fcc lattice parameter: 4.0e-10 m
plane spacing: 2.0e-10 m
site density: 6.2500e+28 m^-3
attempt rate: 1.0e+13 s^-1
k T: 0.08617 eV
k T^2: 86.173 eV K
formation enthalpy H_v: 1.00 eV
formation entropy: 1.0 k
migration parts H_o, H_s, H_f: 0.55, 0.10, 0.15 eV
migration enthalpy H_m: 0.80 eV
heat of transport Q*: 0.40 eV
effective parameter Q*-H_v: -0.60 eV
effective parameter, converted: -57.89 kJ/mol
vacancy fraction, formula: 2.4804e-05
vacancy fraction, free-energy minimum: 2.4803e-05
enthalpy from slope at 1200 K: 1.03447 eV
single exchange rate: 9.2935e+08 s^-1
vacancy diffusivity D_v: 1.4870e-10 m^2/s
atom diffusivity D_A: 3.6882e-15 m^2/s
atom flux, formula: 1.60499e+16 m^-2 s^-1
atom flux, explicit jumps: 1.60499e+16 m^-2 s^-1
atom flux from Q* alone: -1.06999e+16 m^-2 s^-1
atom drift velocity: 0.9245 nm/h
drift velocity from Q* alone: -0.6163 nm/h
isothermal heat delivered per atom: -0.600000 eV
profile enthalpy without sources: 0.400000 eV
model chain: 400 planes
departure test gradient: 0.25 K per plane
departure, jump model: 2.0571e-04
departure, formula: 2.0562e-04
laboratory source length: 1.0e-05 m
laboratory departure: 1.315e-06
slab test gradient: 0.002 K per plane
lambda/L=0.05: flux ratio jumps 0.99991, formula 0.99991
lambda/L=0.25: flux ratio jumps 0.73420, formula 0.73420
lambda/L=1.00: flux ratio jumps 0.11318, formula 0.11318
lambda/L=10.00: flux ratio jumps 0.00125, formula 0.00125
flux ratio with ideal end sources only: 0.99999
```
